# Exponential Decay of the One-Dimensional Free-Electron Density Matrix at Low Temperature: a numerical check

```python
"""
Result under test: the density matrix per spin of one-dimensional free electrons,
    rho(x) = integral dk/(2 pi) f(k) exp(i k x),
    f(k) = 1/(exp((hbar^2 k^2/(2m) - mu)/(kB T)) + 1),
decays at low temperature as exp(-kappa x), kappa = pi m kB T/(hbar^2 kF).
The exact asymptotic rate is Im k0, where k0 is the Fermi-function pole nearest
to the real axis.
Symbols: mu chemical potential (eV), kF = sqrt(2 m mu)/hbar (1/nm),
kT = kB T (eV), H = hbar^2/m (eV nm^2), t = pi kT/mu, x separation (nm).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

H = const.hbar**2 / const.m_e / const.e * 1e18
KB = const.k / const.e


def fermi(k, mu, kT):
    """Fermi function at real or complex k, guarded against overflow."""
    w = (H * np.asarray(k, dtype=complex)**2 / 2 - mu) / kT
    return 1 / (np.exp(np.minimum(w.real, 600) + 1j * w.imag) + 1)


def rho_direct(x, mu, kT):
    """Definition of rho, by the trapezoidal rule over the real k axis.

    A sum with spacing 'step' is periodic in x with period 2 pi/step. The
    period exceeds the largest x by 21 thermal lengths, so that the periodic
    copies of rho are negligible at every requested x.
    """
    x = np.atleast_1d(x)
    kF = np.sqrt(2 * mu / H)
    period = np.max(x) + 21 * H * kF / kT
    step = 2 * np.pi / period
    k = np.arange(0, kF * np.sqrt(1 + 45 * kT / mu), step)
    weight = fermi(k, mu, kT).real * step / np.pi
    weight[0] /= 2
    return np.cos(np.outer(x, k)) @ weight


def pole(n, mu, kT):
    """Poles in the first quadrant of the complex k plane."""
    return np.sqrt(2 * (mu + 1j * (2 * np.asarray(n) + 1) * np.pi * kT) / H)


def rho_poles(x, mu, kT, terms=4000):
    """Sum over the poles in the upper half plane."""
    kn = pole(np.arange(terms), mu, kT)
    phase = np.exp(1j * np.outer(np.atleast_1d(x), kn))
    return 2 * kT / H * np.sum((phase / kn).imag, axis=1)


def rho_closed(x, kF, kappa):
    """Low-temperature resummed form."""
    return kappa * np.sin(kF * x) / (np.pi * np.sinh(kappa * x))


def measured_rate(mu, kT):
    """Decay rate between two distant peaks of |rho| from the definition."""
    kF = np.sqrt(2 * mu / H)
    thermal_length = H * kF / kT
    peaks = []
    for start in (2.2 * thermal_length, 3.8 * thermal_length):
        x = start + np.linspace(0, 2.2 * np.pi / kF, 401)
        log_rho = np.log(np.abs(rho_direct(x, mu, kT)))
        is_peak = ((log_rho[1:-1] >= log_rho[:-2])
                   & (log_rho[1:-1] >= log_rho[2:]))
        i = np.where(is_peak)[0][0] + 1
        # Vertex of the parabola through the highest point and its neighbours
        left, top, right = log_rho[i - 1:i + 2]
        shift = (left - right) / (2 * (left - 2 * top + right))
        peaks.append((x[i] + shift * (x[1] - x[0]),
                      top - (left - right) * shift / 4))
    (xa, log_a), (xb, log_b) = peaks
    return (log_a - log_b) / (xb - xa)


# Worked example: round model parameters
kF, T = 10.0, 300.0
kT = KB * T
mu = H * kF**2 / 2
t = np.pi * kT / mu
kappa = np.pi * kT / (H * kF)
k0, k1 = pole(0, mu, kT), pole(1, mu, kT)
print(f"hbar^2/m = {H:.6f} eV nm^2")
print(f"kF = {kF:.1f} 1/nm, T = {T:.0f} K, kB T = {kT:.6f} eV")
print(f"mu = {mu:.5f} eV, t = pi kB T/mu = {t:.6f}")
print(f"pole k0 = {k0.real:.6f} + {k0.imag:.6f} i 1/nm")
print(f"pole k1 = {k1.real:.6f} + {k1.imag:.6f} i 1/nm")
print(f"low-T rate kappa = {kappa:.6f} 1/nm")
print(f"decay length 1/kappa = {1 / kappa:.4f} nm")

# Residue from a small circle around the first pole
circle = 0.3 * kappa * np.exp(2j * np.pi * np.arange(64) / 64)
residue = np.mean(fermi(k0 + circle, mu, kT) * circle)
assert abs(residue / (-kT / (H * k0)) - 1) < 1e-9
print(f"residue at k0 = {residue.real:.6e} + ({residue.imag:.6e}) i 1/nm")

# Contour closed by arcs that pass between poles, at a higher temperature
kT_arc, x_arc = 0.1 * mu, 0.3
print(f"arc test: kB T/mu = {kT_arc / mu:.2f}, x = {x_arc:.1f} nm")
arc_sizes = []
for N in (4, 40, 160):
    radius = kF * (1 + (2 * np.pi * N * kT_arc / mu)**2)**0.25
    theta = np.linspace(0, np.pi, 40001)
    k_arc = radius * np.exp(1j * theta)
    f_arc = fermi(k_arc, mu, kT_arc)
    integrand = f_arc * np.exp(1j * k_arc * x_arc) * 1j * k_arc
    arc = np.sum((integrand[1:] + integrand[:-1]) / 2) * (theta[1] - theta[0])
    enclosed = rho_poles(x_arc, mu, kT_arc, terms=N)[0]
    line = rho_direct(x_arc, mu, kT_arc)[0]
    assert abs(line + arc / (2 * np.pi) - enclosed) < 1e-6
    assert np.max(np.abs(f_arc)) < 1.5
    arc_sizes.append(abs(arc) / (2 * np.pi))
    print(f"  N = {N:3d}: max|f| = {np.max(np.abs(f_arc)):.3f}, "
          f"|arc|/(2 pi) = {arc_sizes[-1]:.2e} 1/nm")
assert arc_sizes[0] > arc_sizes[1] > arc_sizes[2]
assert arc_sizes[2] < 1e-7

# Definition against the pole series, at low and at moderate temperature
x_test = np.array([0.5, 1.3, 5.0, 10.0, 20.0, 40.0, 80.0])
for kT_test in (kT, 4 * kT, 0.1 * mu):
    gap = rho_direct(x_test, mu, kT_test) - rho_poles(x_test, mu, kT_test)
    assert np.max(np.abs(gap)) < 1e-11

# Table of the density matrix; the remainder must follow the second pole
x_table = np.array([5.0, 10.0, 20.0, 40.0])
direct = rho_direct(x_table, mu, kT)
series = rho_poles(x_table, mu, kT)
first = rho_poles(x_table, mu, kT, terms=1)
closed = rho_closed(x_table, kF, kappa)
cold = np.sin(kF * x_table) / (np.pi * x_table)
print("rho in 1/nm: x(nm), definition, poles, first pole, sin/sinh, T=0")
for row in zip(x_table, direct, series, first, closed, cold):
    print(f"  {row[0]:4.0f} " + " ".join(f"{v: .5e}" for v in row[1:]))
far = x_table >= 20
second_size = 2 * kT / H * np.exp(-k1.imag * x_table) / abs(k1)
assert np.all(np.abs(direct - first)[far] < 1.1 * second_size[far])

# Resummed form: error relative to the envelope, bounded by the neglected phase
y = np.linspace(0.05, 5, 400)
envelope = kappa / (np.pi * np.sinh(y))
error = np.abs(rho_direct(y / kappa, mu, kT)
               - rho_closed(y / kappa, kF, kappa)) / envelope
assert np.all(error < t * y / 4 + t**2)
print(f"largest sin/sinh error for kappa x = 0.05 to 5: "
      f"{np.max(error):.5f} of envelope")

# Rate measured from the definition, for several temperatures and kF
print("rates in 1/nm: kF(1/nm), T(K), measured, Im k0, kappa, measured/kappa")
for kF_i, T_i in ((10, 100), (10, 300), (10, 1000), (5, 300), (5, 1200)):
    mu_i, kT_i = H * kF_i**2 / 2, KB * T_i
    t_i = np.pi * kT_i / mu_i
    simple = np.pi * kT_i / (H * kF_i)
    exact = pole(0, mu_i, kT_i).imag
    rate = measured_rate(mu_i, kT_i)
    assert abs(rate / exact - 1) < 1e-5
    assert abs(rate / simple - (1 - t_i**2 / 8)) < 0.1 * t_i**4 + 1e-5
    print(f"  {kF_i:3d} {T_i:5d} {rate:.6f} {exact:.6f} {simple:.6f} "
          f"{rate / simple:.6f}")

# Fixed density: kF now set by the density per spin, kF/pi
tau = 0.02
EF = H * kF**2 / 2
kT_n = tau * EF
mu_n = brentq(lambda m: rho_direct(0.0, m, kT_n)[0] - kF / np.pi,
              0.9 * EF, 1.1 * EF, xtol=1e-13)
ratio_n = pole(0, mu_n, kT_n).imag / (np.pi * kT_n / (H * kF))
assert abs(mu_n / EF - 1 - np.pi**2 * tau**2 / 12) < 20 * tau**4
assert abs(ratio_n - (1 - np.pi**2 * tau**2 / 6)) < 60 * tau**4
print(f"fixed density, kB T/EF = {tau:.2f}: mu/EF = {mu_n / EF:.7f}, "
      f"rate/kappa = {ratio_n:.7f}")
print(f"  second-order prediction: mu/EF = {1 + np.pi**2 * tau**2 / 12:.7f}, "
      f"rate/kappa = {1 - np.pi**2 * tau**2 / 6:.7f}")

print("checks complete")
```

It prints:

```
hbar^2/m = 0.076200 eV nm^2
kF = 10.0 1/nm, T = 300 K, kB T = 0.025852 eV
mu = 3.80998 eV, t = pi kB T/mu = 0.021317
pole k0 = 10.000568 + 0.106578 i 1/nm
pole k1 = 10.005106 + 0.319588 i 1/nm
low-T rate kappa = 0.106584 1/nm
decay length 1/kappa = 9.3823 nm
residue at k0 = -3.392089e-02 + (3.615006e-04) i 1/nm
arc test: kB T/mu = 0.10, x = 0.3 nm
  N =   4: max|f| = 1.000, |arc|/(2 pi) = 5.39e-02 1/nm
  N =  40: max|f| = 1.000, |arc|/(2 pi) = 3.11e-05 1/nm
  N = 160: max|f| = 1.000, |arc|/(2 pi) = 3.94e-10 1/nm
rho in 1/nm: x(nm), definition, poles, first pole, sin/sinh, T=0
     5 -1.59854e-02 -1.59854e-02 -1.07476e-02 -1.59381e-02 -1.67033e-02
    10 -1.34480e-02 -1.34480e-02 -1.19340e-02 -1.34275e-02 -1.61181e-02
    20 -7.12360e-03 -7.12360e-03 -7.02735e-03 -7.13041e-03 -1.38990e-02
    40 -8.18935e-04 -8.18935e-04 -8.18758e-04 -8.12823e-04 -6.77140e-03
largest sin/sinh error for kappa x = 0.05 to 5: 0.01575 of envelope
rates in 1/nm: kF(1/nm), T(K), measured, Im k0, kappa, measured/kappa
   10   100 0.035528 0.035528 0.035528 0.999994
   10   300 0.106578 0.106578 0.106584 0.999943
   10  1000 0.355056 0.355056 0.355279 0.999370
    5   300 0.212974 0.212974 0.213168 0.999094
    5  1200 0.840862 0.840862 0.852670 0.986151
fixed density, kB T/EF = 0.02: mu/EF = 1.0003294, rate/kappa = 0.9993431
  second-order prediction: mu/EF = 1.0003290, rate/kappa = 0.9993420
checks complete
```
